# Landé factor times lifetime from the Hanle signal

## The question

An atom has a ground level with $J=0$ and an excited level with $J=1$, which decays only to the ground level, at the rate $\Gamma=1/\tau$. A steady, uniform magnetic field $B$ points along $z$; negative $B$ means the reversed field. The excited sublevels, labelled by $m=+1,0,-1$, are shifted by

$$E_m=m\hbar\omega,\qquad \omega=\frac{g\mu_B B}{\hbar},$$

where $g$ is the Landé factor of the excited level and $\mu_B$ the Bohr magneton. With this sign convention, $g>0$ means that the magnetic moment is antiparallel to the angular momentum.

Light travelling along $y$ and linearly polarised along $x$ excites the atom. A distant detector on the $z$ axis receives the fluorescence through a linear analyser. The angle $\beta$ of its axis is measured from $x$ towards $y$, a right-handed turn about $+z$. The signal $S(\beta)$ is the share of the fluorescence travelling along $z$ that the analyser passes.

Hyperfine structure, collisions and reabsorption of the fluorescence are absent unless stated. Until part (e) the light is weak, so that almost all atoms are in the ground level, and until part (f) its spectrum is flat over the natural width and the Zeeman splitting.

## (a) One excitation

**An atom is excited by a very short pulse at $t=0$. Find the probability per unit time, up to a constant factor, that light passed by the analyser is emitted at time $t$.**

The three states of a $J=1$ level transform under rotations like a vector. They can be written in terms of states $|x\rangle,|y\rangle,|z\rangle$ whose transition dipoles to the ground state $|0\rangle$ point along the three axes:

$$|{\pm1}\rangle=\mp\frac{|x\rangle\pm i|y\rangle}{\sqrt2},\qquad |m{=}0\rangle=|z\rangle .$$

Solving for the first two Cartesian states gives

$$|x\rangle=\frac{-|{+1}\rangle+|{-1}\rangle}{\sqrt2},\qquad |y\rangle=\frac{i\left(|{+1}\rangle+|{-1}\rangle\right)}{\sqrt2}.$$

Because the ground state is spherically symmetric, $\langle i|d_j|0\rangle=d\,\delta_{ij}$ with one constant $d$. Light polarised along $x$ therefore prepares $|x\rangle$. By the same rule, the amplitude for emitting light polarised at angle $\beta$ is proportional to the overlap with

$$|\beta\rangle=\cos\beta\,|x\rangle+\sin\beta\,|y\rangle
=\frac{-e^{-i\beta}|{+1}\rangle+e^{i\beta}|{-1}\rangle}{\sqrt2}.$$

After the pulse each sublevel acquires the phase $e^{-im\omega t}$, and all amplitudes decay as $e^{-\Gamma t/2}$. Apart from the common optical phase,

$$|\psi(t)\rangle=e^{-\Gamma t/2}\,\frac{-e^{-i\omega t}|{+1}\rangle+e^{i\omega t}|{-1}\rangle}{\sqrt2}.$$

This is $e^{-\Gamma t/2}$ times the state $|\beta\rangle$ with $\beta$ replaced by $\omega t$: the dipole turns about the field at angular velocity $\omega$. The overlap is

$$\langle\beta|\psi(t)\rangle=\frac{e^{-\Gamma t/2}}{2}\left[e^{i(\beta-\omega t)}+e^{-i(\beta-\omega t)}\right]=e^{-\Gamma t/2}\cos(\omega t-\beta),$$

so the required probability per unit time is proportional to

$$e^{-\Gamma t}\cos^2(\omega t-\beta).$$

If the light were polarised along $z$ instead, only $m=0$ would be excited. That sublevel has no Zeeman shift and no partner with which to interfere, so its emission would not depend on $B$. For a detector on the $z$ axis, the effect needs a coherent superposition of $m=+1$ and $m=-1$. In other viewing directions, coherence between $m=0$ and $m=\pm1$ can also make the signal depend on the field.

## (b) Steady excitation

**The pulse is replaced by steady light with a flat spectrum. Find $S(\beta)$ as a function of $X=2\omega\tau$.**

Let $\xi(t')$ be the fluctuating excitation amplitude at time $t'$. For weak light the excited part of the state at time $t$ is, up to optical phases,

$$|\Psi(t)\rangle=\int_{-\infty}^{t}dt'\,\xi(t')\,|\psi(t-t')\rangle .$$

A flat spectrum means that the field has no memory: $\overline{\xi(t')\xi^*(t'')}=F\,\delta(t'-t'')$, where $F$ is the excitation rate. Excitations at different times then do not interfere on average. With $u=t-t'$ the mean density matrix of the excited level is

$$\rho=F\int_0^\infty du\,|\psi(u)\rangle\langle\psi(u)| .$$

Its trace is $F\int_0^\infty e^{-\Gamma u}du=F/\Gamma$, which does not depend on $B$. The field changes the polarisation of the fluorescence and leaves the number of excited atoms unaltered.

All the excited population has its dipole in the $x$–$y$ plane, so the passed share is $\langle\beta|\rho|\beta\rangle$ divided by this trace:

$$S(\beta)=\Gamma\int_0^\infty e^{-\Gamma u}\cos^2(\omega u-\beta)\,du .$$

Use $\cos^2\alpha=\tfrac12(1+\cos2\alpha)$ and write the cosine as a real part:

$$S(\beta)=\frac12+\frac12\,\mathrm{Re}\left[e^{2i\beta}\,\Gamma\int_0^\infty e^{-(\Gamma+2i\omega)u}du\right]
=\frac12+\frac12\,\mathrm{Re}\,\frac{e^{2i\beta}}{1+iX}.$$

Multiplying numerator and denominator by $1-iX$, the real part of $(\cos2\beta+i\sin2\beta)(1-iX)$ is $\cos2\beta+X\sin2\beta$. Hence

$$S(\beta)=\frac12\left[1+\frac{\cos2\beta+X\sin2\beta}{1+X^2}\right].$$

The factor 2 in $X$ comes from the splitting $2\hbar\omega$ between the two interfering sublevels. For $|X|\ll1$ the dipole hardly turns before it radiates. For $|X|\gg1$ it turns many times, its direction is averaged out, and $S\to\tfrac12$ at every analyser angle.

## (c) Two line shapes

**Describe the signal as a function of $B$ for $\beta=0$ and for $\beta=45^\circ$. What can be learned about $g$ and $\tau$ from each?**

For $\beta=0$,

$$S(0)=\frac12+\frac12\,\frac1{1+X^2}.$$

This is a Lorentzian standing on a pedestal of one half. Its height above the pedestal has fallen to half when $X^2=1$, that is, at $|B|=B_h$ with

$$B_h=\frac{\hbar}{2|g|\mu_B\tau}.$$

At this field $|\omega|\tau=\tfrac12$: the dipole turns by half a radian in one lifetime. The half-height must be taken above the pedestal, because $S(0)$ itself stays above $\tfrac12$ at every finite field.

For $\beta=45^\circ$,

$$S(45^\circ)=\frac12+\frac12\,\frac{X}{1+X^2},\qquad
\frac{dS}{dX}=\frac12\,\frac{1-X^2}{(1+X^2)^2}.$$

This is a dispersive curve. The derivative vanishes at $X=\pm1$, where $S=\tfrac12\pm\tfrac14$, so the extrema lie at $B=\pm B_h$ and their separation equals the full width of the Lorentzian. Either shape gives

$$|g|\tau=\frac{\hbar}{2\mu_B B_h}.$$

At zero field the dispersive curve has the slope $dS/dB=g\mu_B\tau/\hbar$. Its sign is the sign of $g$, since it shows which way the dipole turns. The Lorentzian is even in $B$ and does not contain this sign.

Both curves depend on $g$ and $\tau$ through $X=2g\mu_BB\tau/\hbar$ alone, and their heights contain neither quantity. Doubling $g$ while halving $\tau$ leaves the signal unchanged. The lifetime follows only when $g$ is known independently, and conversely.

The lifetime enters here as the time for which the superposition survives. Suppose that collisions damp the coherence between $m=\pm1$ at an extra rate $\gamma$ without changing the populations. The factor $\Gamma/(\Gamma+2i\omega)$ from part (b) becomes $\Gamma/(\Gamma+\gamma+2i\omega)$. The half width is then given by $2|\omega|=\Gamma+\gamma$, and the curve yields $|g|/(\Gamma+\gamma)$, which is smaller than $|g|\tau$.

## (d) Reading computed curves

**A computed signal for weak white light, with field in microtesla, is given below. The curve at $\beta=0$ reaches half its height above the pedestal at $37.904\ \mu\mathrm T$; the curve at $\beta=45^\circ$ has extrema at $\pm37.90\ \mu\mathrm T$, the maximum being at positive field. Find $g\tau$, and find $\tau$ if $g$ is known to have magnitude 1.5.**

| $B$ | $S(0)$ | $S(45^\circ)$ |
|---:|---:|---:|
| −40 | 0.7366 | 0.2504 |
| 0 | 1.0000 | 0.5000 |
| 20 | 0.8911 | 0.7064 |
| 40 | 0.7366 | 0.7496 |
| 160 | 0.5266 | 0.6122 |

The constants combine to

$$\frac{\hbar}{2\mu_B}=\frac{1.05457\times10^{-34}\ \mathrm{J\,s}}{2\times9.27401\times10^{-24}\ \mathrm{J/T}}=5.6856\times10^{-12}\ \mathrm{T\,s}.$$

The Lorentzian therefore gives

$$|g|\tau=\frac{5.6856\times10^{-12}\ \mathrm{T\,s}}{37.904\times10^{-6}\ \mathrm T}=150.0\ \mathrm{ns}.$$

The dispersive extrema give the same value, and the maximum at positive field shows that $g>0$. With $g=1.5$ the lifetime is $\tau=150.0/1.5=100.0$ ns.

The table supports this reading away from the special points too. At $160\ \mu\mathrm T$, $X=160/37.904=4.221$, so $1+X^2=18.82$. The formula gives $S(0)=\tfrac12(1+1/18.82)=0.527$ and $S(45^\circ)=\tfrac12(1+4.221/18.82)=0.612$.

These are round model parameters, $g=1.5$ and $\tau=100$ ns, not data for a particular atom. The curves come from the steady state of a four-level master equation that does not use the formula for $S$. The numerical check also compares that formula with direct integration over time and over frequency.

**The analyser is now set to $30^\circ$. Where are the extrema, and how can $|g|\tau$ be obtained without knowing the analyser angle?**

Take $0<\beta<90^\circ$ and put $X=\tan\theta$ with $-90^\circ<\theta<90^\circ$. Since $1/(1+X^2)=\cos^2\theta$,

$$\frac{\cos2\beta+X\sin2\beta}{1+X^2}=\cos\theta\cos(2\beta-\theta)
=\tfrac12\left[\cos2\beta+\cos(2\theta-2\beta)\right].$$

The maximum is at $\theta=\beta$ and the minimum at $\theta=\beta-90^\circ$, both within the allowed range. In terms of $X$,

$$X_{\max}=\tan\beta,\qquad X_{\min}=-\cot\beta,\qquad
X_{\max}-X_{\min}=\frac{1}{\sin\beta\cos\beta}=\frac{2}{\sin2\beta}.$$

The product $X_{\max}X_{\min}=-1$ is independent of $\beta$. Since $|X|=|B|/B_h$,

$$B_h=\sqrt{-B_{\max}B_{\min}} .$$

For $30^\circ$ the computed extrema lie at $21.88$ and $-65.65\ \mu\mathrm T$. Treating them as extrema of a $45^\circ$ curve would give a half separation of $43.77\ \mu\mathrm T$ and $|g|\tau=129.9$ ns, too small by the factor $\sin60^\circ=0.866$. The product rule gives $\sqrt{21.88\times65.65}=37.90\ \mu\mathrm T$ and restores $150.0$ ns.

The product rule requires the true zero of the field, because an unnoticed constant field along $z$ shifts both readings. The separation is immune to such a shift but requires $\beta$. Neither rule survives a stray field across $z$: in the example, a constant $20\ \mu\mathrm T$ along $x$ raises the apparent $B_h$ from $37.9$ to $41.1\ \mu\mathrm T$ (product) or $40.0\ \mu\mathrm T$ (separation). Since the Earth's field is of the same order as $B_h$, it must be compensated in all three directions.

## (e) Stronger white light

**The white light now causes absorption at a rate $R$ per ground-state atom and stimulated emission from $|x\rangle$ at the same rate $R$. Find how the width of the Lorentzian changes.**

The phase of the light is random, so the mean coherence between the ground and excited levels vanishes. The excited density matrix suffices. Let $p_0$ be the ground population.

From part (a), the field turns the dipole, so it contributes $\dot a_x=-\omega a_y$ and $\dot a_y=\omega a_x$ to the Cartesian amplitudes. Stimulated emission removes population from $|x\rangle$ at the rate $R$. It therefore damps the amplitude $a_x$, and with it $\rho_{xy}$, at the rate $R/2$. With $c=2\,\mathrm{Re}\,\rho_{xy}$,

$$\dot\rho_{xx}=R(p_0-\rho_{xx})-\Gamma\rho_{xx}-\omega c,\qquad
\dot\rho_{yy}=-\Gamma\rho_{yy}+\omega c,$$

$$\dot c=2\omega(\rho_{xx}-\rho_{yy})-\left(\Gamma+\tfrac R2\right)c .$$

Define $n=\rho_{xx}+\rho_{yy}$ and $s=\rho_{xx}-\rho_{yy}$. In the steady state the sum and the difference of the first two equations are

$$\Gamma n=R(p_0-\rho_{xx}),\qquad \Gamma s+2\omega c=R(p_0-\rho_{xx}).$$

The right-hand sides are equal, so $\Gamma n=\Gamma s+2\omega c$, and the unknown net pumping drops out. The third equation gives $c=2\omega s/(\Gamma+R/2)$. Inserting it yields

$$P\equiv S(0)-S(90^\circ)=\frac sn=\frac{1}{1+\dfrac{4\omega^2}{\Gamma(\Gamma+R/2)}}=\frac1{1+\dfrac{X^2}{1+R\tau/2}} .$$

Because $S(0)+S(90^\circ)=1$, the signal is $S(0)=\tfrac12(1+P)$. It is still a Lorentzian on the same pedestal, but its half width is now

$$B_h(R)=B_h\sqrt{1+R\tau/2}.$$

Stimulated emission shortens the life of the coherence. Applying the weak-light formula to this width gives an apparent $|g|\tau$ that is too small by the factor $1/\sqrt{1+R\tau/2}$.

For $R\tau=0.20$ the factor $\sqrt{1.10}=1.0488$ widens the half width from $37.904$ to $39.754\ \mu\mathrm T$, and the apparent product is $143.0$ ns instead of $150.0$ ns. Within this model the squared width is linear in $R$, so a straight line through squared widths measured at several light powers, extended to zero power, gives the weak-light value.

This result refers to the normalised share $S$. The raw count rate behind one analyser also contains $n$, which now depends on the field because the net pumping involves $\rho_{xx}$. With $p_0=1-n$ and $\rho_{xx}=\tfrac12n(1+P)$, the raw rate at $\beta=0$ is again a Lorentzian on a pedestal, but its half width obeys $X^2=(1+R\tau/2)(1+2R\tau)/(1+3R\tau/2)$. At $R\tau=0.20$ it is wider by the factor $1.088$ instead of $1.049$, and its square is linear in $R$ only for $R\tau\ll1$.

## (f) Monochromatic light

**The white light is replaced by weak monochromatic light tuned to the line centre at zero field, and the atoms have no Doppler spread along the beam. Find $P=S(0)-S(90^\circ)$, and explain why the result differs from that of part (b).**

In the frame rotating with the light, let the drive supply a constant source $q$ to $a_x$. The amplitudes obey

$$\dot a_x=-\tfrac\Gamma2a_x-\omega a_y+q,\qquad \dot a_y=-\tfrac\Gamma2a_y+\omega a_x .$$

In the steady state the second equation gives $a_y=(2\omega/\Gamma)a_x=Xa_x$. Therefore

$$P=\frac{|a_x|^2-|a_y|^2}{|a_x|^2+|a_y|^2}=\frac{1-X^2}{1+X^2}.$$

The polarisation now changes sign at $|X|=1$ and tends to $-1$ in a strong field, whereas white light gives $P=1/(1+X^2)$, which tends to zero. The first equation gives $a_x=(2q/\Gamma)/(1+X^2)$, so the total excitation, proportional to $|a_x|^2(1+X^2)$, falls as $1/(1+X^2)$. The field shifts both sublevels out of resonance.

The difference lies in the memory of the light. A monochromatic wave has a fixed phase, so contributions excited at different times add as amplitudes. For white light they add as probabilities.

The same conclusion follows in the frequency picture. At detuning $\delta$ from the zero-field line centre, the steady amplitude of sublevel $m$ is proportional to

$$\frac{c_m}{\Gamma/2-i(\delta-m\omega)}=c_m\int_0^\infty e^{-\Gamma t/2+i(\delta-m\omega)t}\,dt,$$

where $c_m$ are the components of $|x\rangle$. Form the product of this amplitude with the conjugate one for $m'$, at time $t'$, and integrate over all $\delta$. The factor $\int e^{i\delta(t-t')}d\delta=2\pi\delta(t-t')$, whose right-hand $\delta$ is the Dirac function, sets the two times equal. This leaves

$$\rho_{mm'}\propto c_mc_{m'}^*\int_0^\infty e^{-\Gamma t-i(m-m')\omega t}dt=\frac{c_mc_{m'}^*}{\Gamma+i(m-m')\omega}.$$

For $m=1$, $m'=-1$ the denominator is $\Gamma+2i\omega$, as in part (b). The white-light result thus emerges after summing over a flat range of frequencies. In a vapour the Doppler effect performs this sum even for a monochromatic source: for atoms of mass 100 u at 300 K, a wavelength of 300 nm and $\tau=100$ ns, the rms spread of $\delta$ is about $330\,\Gamma$, and the average over velocities gives $P=0.499$ at $X=1$, close to the white-light value $\tfrac12$. The monochromatic formula applies only when the spread of $\delta$ is small compared with $\Gamma$.

For monochromatic light $P=\tfrac12$ requires $2(1-X^2)=1+X^2$, or $|X|=1/\sqrt3$. In the example this occurs at $21.884\ \mu\mathrm T$. For white light $P=\tfrac12$ marks the half width, and applying that rule here gives $259.8$ ns, too large by the factor $\sqrt3$. The error lies in the pedestal and not in the width. Since $P=-1+2/(1+X^2)$, the share $S(0)=\tfrac12(1+P)=1/(1+X^2)$ is again a Lorentzian whose height halves at $|X|=1$, that is at $B_h$, but it stands on a pedestal of zero instead of one half. Taking the half height of this normalised share above its actual pedestal, where $P=0$, gives the correct $|g|\tau$. The raw count rate behind the analyser is proportional to $|a_x|^2\propto1/(1+X^2)^2$; it halves already at $|X|=\sqrt{\sqrt2-1}=0.644$ and would give $233$ ns.

## Computed values

```
INPUT
Lande factor g                          1.50
lifetime tau                            100.0 ns
product g*tau                           150.0 ns
weak pump rate times tau                1e-05
LARGEST DEVIATION OF S FROM FORMULA
time quadrature                         7.4e-15
frequency quadrature                    1.1e-14
four-level master equation              9.3e-07
SIGNAL S FROM MASTER EQUATION
B (microtesla)   beta=0    beta=45 deg  beta=90 deg
     -80         0.5917     0.3065       0.4083
     -40         0.7366     0.2504       0.2634
     -20         0.8911     0.2936       0.1089
       0         1.0000     0.5000      -0.0000
      20         0.8911     0.7064       0.1089
      40         0.7366     0.7496       0.2634
      80         0.5917     0.6935       0.4083
     160         0.5266     0.6122       0.4734
READING THE LORENTZIAN (beta=0)
B_h from formula                        37.904 microtesla
B_h read at half height                 37.904 microtesla
full width                              75.809 microtesla
g*tau recovered                         150.00 ns
tau recovered with g known              100.00 ns
READING THE DISPERSIVE CURVE (beta=45 deg)
maximum at                              37.90 microtesla
minimum at                              -37.90 microtesla
g*tau recovered                         150.0 ns
ANALYSER AT 30 deg
maximum at                              21.88 microtesla
minimum at                              -65.65 microtesla
g*tau if taken for 45 deg               129.9 ns
B_h from root of -(product)             37.90 microtesla
g*tau from that B_h                     150.0 ns
STRONGER WHITE LIGHT
pump rate times tau                     0.20
half width                              39.754 microtesla
width relative to weak light            1.0488
apparent g*tau                          143.0 ns
MONOCHROMATIC LIGHT AT LINE CENTRE
field where polarisation is 1/2         21.884 microtesla
g*tau if misread as white light         259.8 ns
```
